# Orthogonality Exponent of a Photohole from Slater Determinants and Phase Shifts

Sixty spinless electrons fill the lower levels of a chain, and an attractive potential of twice the hopping energy suddenly appears on its end site. The probability of finding the electrons in their new ground state is 0.136. With 120 electrons in a chain twice as long it is 0.107, and with 240 it is 0.084. The density and the potential are the same in all three cases, and the potential touches one site. Why does each doubling of a distant, undisturbed region cost another fifth of the probability?

## One electron on two sites

The potential represents a photohole: light has removed an electron from a localized level, and the positive charge left behind attracts the remaining electrons. We assume that the hole cannot move, that it appears faster than the electrons respond, that the temperature is zero, and that the electrons move independently. Let $H$ and $H'$ be the one-electron Hamiltonians before and after, with orbitals $\phi_i,\phi'_j$ and energies $E_i,E'_j$ in ascending order.

Take two sites, hopping $t=1$ and potential $V=-3/2$ on site 1:

$$H=\begin{pmatrix}0&-1\\-1&0\end{pmatrix},\qquad H'=\begin{pmatrix}-3/2&-1\\-1&0\end{pmatrix}.$$

The energies are $E=-1,\,1$ and $E'=-2,\,1/2$. The lowest orbitals are $(1,1)/\sqrt2$ and $(2,1)/\sqrt5$. Their overlap is $S=3/\sqrt{10}$, so $|S|^2=0.9$.

The same number follows from the energies alone:

$$\frac{(E'_2-E_1)(E_2-E'_1)}{(E_2-E_1)(E'_2-E'_1)}=\frac{(3/2)(3)}{(2)(5/2)}=0.9 .$$

This is the smallest case of a general formula, which will explain the loss of probability.

## Many electrons: a determinant, then a product

For $N$ electrons the ground states are Slater determinants. Their overlap is a double sum over permutations $P,Q$:

$$S=\frac1{N!}\sum_{P,Q}\mathrm{sgn}(P)\,\mathrm{sgn}(Q)\prod_i O_{P(i)Q(i)},\qquad O_{ij}=\langle\phi_i|\phi'_j\rangle .$$

Each term depends only on the relative permutation $QP^{-1}$, which occurs $N!$ times. Hence $S=\det O$, with $i,j\le N$.

Now let $H'=H+V|1\rangle\langle1|$, and write $a_i=\phi_i(1)$, $b_j=\phi'_j(1)$, both real. Evaluating $\langle\phi_i|H'|\phi'_j\rangle$ to the right and to the left gives $E'_jO_{ij}=E_iO_{ij}+Va_ib_j$, or

$$O_{ij}=\frac{Va_ib_j}{E'_j-E_i}.$$

The amplitudes also follow from the energies. Factor $z-H$ out of $z-H'$. Since the potential has rank one,

$$1-V\sum_n\frac{a_n^2}{z-E_n}=\frac{\det(z-H')}{\det(z-H)}=\prod_n\frac{z-E'_n}{z-E_n}.$$

Comparing residues at $z=E_i$, and repeating the argument with $H$ and $H'$ exchanged and $V\to-V$, gives

$$|V|a_i^2=\frac{\prod_n|E_i-E'_n|}{\prod_{n\ne i}|E_i-E_n|},\qquad |V|b_j^2=\frac{\prod_n|E'_j-E_n|}{\prod_{n\ne j}|E'_j-E'_n|}.$$

We also need the determinant of $1/(E'_j-E_i)$. Multiplied by $\prod_{i,j}(E'_j-E_i)$, it becomes a polynomial of degree $N^2-N$ that changes sign when two $E$'s, or two $E'$'s, are exchanged. It is therefore a constant times $\prod_{i<k}(E_i-E_k)(E'_i-E'_k)$, which already has that degree. Letting every $E'_i$ approach $E_i$, where the diagonal term dominates, shows that the constant has magnitude one. Thus

$$\det{}^2\!\left[\frac1{E'_j-E_i}\right]=\frac{\prod_{i<k}(E_i-E_k)^2(E'_i-E'_k)^2}{\prod_{i,k}(E'_k-E_i)^2},\qquad i,k\le N.$$

Multiply this by all the $|V|a_i^2$ and $|V|b_j^2$ with $i,j\le N$. In the amplitudes, split each product over $n$ into occupied and empty levels. The occupied parts of the numerators cancel the denominator above, and the occupied parts of the denominators cancel its numerator. What remains pairs each occupied level $i$ with each empty level $m$:

$$|S|^2=\prod_{i\le N<m}\frac{(E'_m-E_i)(E_m-E'_i)}{(E_m-E_i)(E'_m-E'_i)} .$$

For 60 electrons and $V=-2t$, the determinant and this product both give $\ln|S|^2=-1.99655892$.

## The phase shift measures the displaced levels

Let the chain have sites $1,\dots,L$ and energies $E=-2t\cos k$. With the hole present, write $u_j=\sin(kj+\delta)$ for $j\ge1$. The equation at site 1 is $Vu_1-tu_2=Eu_1$. The wave continued to $j=0$ satisfies $-tu_0-tu_2=Eu_1$. Subtracting gives $Vu_1=-tu_0$, so

$$V\sin(k+\delta)=-t\sin\delta\quad\Rightarrow\quad \tan\delta=\frac{-V\sin k}{t+V\cos k}.$$

We take $\delta$ as the angle of the point $(t+V\cos k,\,-V\sin k)$. As $V$ grows from zero, this point starts on the positive horizontal axis and stays on one side of that axis, so $\delta$ changes continuously from zero and remains between $-\pi$ and $\pi$. It is positive for attraction.

The far wall requires $u_{L+1}=0$, hence

$$k'_n(L+1)+\delta(k'_n)=n\pi .$$

Without the hole, $k_n(L+1)=n\pi$. Level $n$ has therefore moved down by the fraction $\delta/\pi$ of a level spacing. Read at fixed $k$, the same equation says that $\delta/\pi$ extra levels lie below the energy considered: this is the number of electrons drawn in by the hole.

## Why the overlap falls as a power

Expanding both sides confirms the identity

$$(E'_m-E_i)(E_m-E'_i)=(E_m-E_i)(E'_m-E'_i)-(E_m-E'_m)(E_i-E'_i).$$

Near the Fermi level the spacing $\Delta$ is nearly uniform and $E'_n=E_n-(\delta/\pi)\Delta$. A pair with $m-i=d$ then contributes the factor

$$1-\frac{(\delta/\pi)^2}{d^2}.$$

There are $d$ such pairs, because the occupied member can be any of the top $d$ filled levels. With $x=\delta(k_F)/\pi$,

$$\sum_d d\,\ln\!\left(1-\frac{x^2}{d^2}\right)=-x^2\sum_d\frac1d+\sum_d d\left[\ln\!\left(1-\frac{x^2}{d^2}\right)+\frac{x^2}{d^2}\right].$$

The last sum converges, since its terms fall as $d^{-3}$. The first runs up to a fixed fraction of $N$ and gives $\ln N$ plus a constant. Uneven spacing and the variation of $\delta$ change its terms by relative amounts of order $d/N$, which add up to a constant. Pairs separated by a finite energy number about $L^2$, and each contributes about $1/L^2$, so they too give a constant. Therefore, at fixed $k_F$,

$$|S|^2\simeq C\,N^{-\alpha},\qquad \alpha=\left(\frac{\delta(k_F)}{\pi}\right)^2 .$$

A longer chain supplies electron-hole pairs of ever lower energy, and each doubling of scale costs the same factor.

A gap removes this mechanism. All pairs are then separated by a finite energy, and the sum stays bounded. A half-filled chain with alternating hoppings 1 and 0.6 and $V=-0.5$ has $|S|^2=0.981$, with a fitted exponent below $10^{-6}$ in magnitude. In this model the power law needs a Fermi sea, which heavy doping provides.

## Reading the exponent from finite chains

The general procedure is as follows.

1. Diagonalize $H$ and $H'$, and keep the lowest $N$ orbitals of each.
2. Form $O$ and compute $\ln|S|^2=2\ln|\det O|$. The logarithm avoids underflow.
3. Repeat at three sizes with $k_F$, midway between the last filled and first empty level, held fixed.
4. With $X=L+1$, solve $\ln|S|^2=-\alpha\ln X+c+b/X$ for $\alpha$, $c$ and $b$.
5. Compare $\alpha$ with $(\delta/\pi)^2$.

For $k_F=\pi/4$ the midpoint condition $\pi(N+\tfrac12)/X=\pi/4$ gives $X=4N+2$. The sizes are $X=242,\,482,\,962$. For $V=-2t$ the logarithms are $-1.9966,\,-2.2328,\,-2.4715$. The two successive slopes are

$$\frac{0.2362}{\ln(482/242)}=0.3428,\qquad \frac{0.2387}{\ln(962/482)}=0.3454 .$$

They are still rising. A $1/X$ correction halves with each doubling, so twice the second slope minus the first removes it and gives 0.348. The phase shift is the angle of the point $(1-1.414,\;1.414)$, that is $\delta=1.856$, and $(\delta/\pi)^2=0.349$. The form of the correction is an assumption. Slower terms such as $\ln X/X$ may remain, so agreement within a fraction of a per cent is what this fit can show.

For $V=-0.5t$ both routes give 0.0254. For the repulsive value $V=+2t$ they give 0.0284 and 0.0285.

## When the hole binds a level

For $V=-2t$ the hole binds a state. Try $u_j=e^{-\kappa j}$ on a very long chain. The condition $Vu_1=-tu_0$ gives $e^{-\kappa}=t/|V|$, which decays if $V<-t$. This is the lowest level, and the exponent above assumed it filled. Its own shift is finite rather than of order $1/L$, but it forms only about $L$ pairs with the empty levels, each contributing about $1/L$ to the logarithm, so it changes only the constant $C$.

Suppose it stays empty and the electrons occupy levels $2,\dots,N+1$. Renumber the extended levels by $n'=n-1$:

$$k'(L+1)=(n'+1)\pi-\delta=n'\pi-(\delta-\pi).$$

The level product can be repeated for this choice of occupied levels. The bound level and one unmatched level at the top of the band add factors in which about $N$ shifts of order $1/L$ accumulate, so these factors stay finite. The logarithm comes as before from the extended levels, now with shift $\delta-\pi$:

$$\alpha_{\rm empty}=\left(\frac{\delta}{\pi}-1\right)^2 .$$

The formula gives 0.168 and the determinants give 0.167. With the bound level filled, 0.59 of an electron is drawn in. With it empty, 0.41 is pushed away, which is the smaller disturbance. At 240 electrons the corresponding probabilities are 0.084 and 0.268.

The limit of a very strong hole confirms the picture. For $V\to-\infty$ the phase is $\delta=\pi-k_F$, and emptying the bound level gives $-k_F$. For $V\to+\infty$ it is also $\delta=-k_F$. In both cases the extended electrons are simply shut out of site 1.

## A hole of finite range

A screened charge acts on many sites, so the product formula no longer applies. Near the Fermi level, however, the orbitals outside the hole are still $\sqrt{2/X}\,\sin k_ir$ and $\sqrt{2/X}\,\sin(k'_jr+\delta)$, up to corrections of order $1/L$. The slowly varying part of their product gives

$$O_{ij}\simeq\frac1X\int_0^X\!\cos[(k_i-k'_j)r-\delta]\,dr=\frac{\sin[(k_i-k'_j)X-\delta]+\sin\delta}{(k_i-k'_j)X}.$$

Since $(k_i-k'_j)X=\pi(i-j)+\delta$, the first sine vanishes:

$$O_{ij}\simeq\frac{\sin\delta}{\pi(i-j)+\delta}.$$

The interior of the hole and the rapidly varying part contribute only at order $1/L$.

Next define $B_{ik}=\sum_{m>N}O_{im}O_{km}$, the part of the old occupied orbitals that lies in new empty ones. Completeness gives $OO^{T}=1-B$, hence

$$\ln|S|^2=\ln\det(1-B)=-\mathrm{Tr}\,B-\tfrac12\mathrm{Tr}\,B^2-\dots$$

The first term is a sum over $d$ pairs at each separation $d$:

$$\mathrm{Tr}\,B\simeq\sum_d\frac{d\,\sin^2\delta}{(\pi d-\delta)^2}\simeq\frac{\sin^2\delta}{\pi^2}\ln N .$$

The eigenvalues of $B$ lie between 0 and 1, so every later term lowers the overlap further, and $\sin^2\delta/\pi^2$ is a lower bound on the exponent. For $V=-2t$ the computed first term gives 0.094, far below 0.348. For $V=-0.5t$ it gives 0.023, close to 0.025.

The later terms are built from the same near-Fermi overlaps. If their logarithms also come only from that region, the full coefficient depends on $\delta$ alone, and for $|\delta|<\pi$ the contact hole fixes it as $(\delta/\pi)^2$. This is a universality argument rather than a proof. The silicon example below tests it numerically, but only for a small phase shift, where the first term already gives nearly the whole exponent.

## A core hole in heavily doped silicon

In three dimensions, write the radial wave as $u(r)/r$. In atomic units, with effective mass $m$,

$$-\frac{u''}{2m}+\left[\frac{l(l+1)}{2mr^2}+V(r)\right]u=Eu,\qquad V(r)=-\frac{e^{-r/\lambda}}{\epsilon r}.$$

On a radial grid of step $h$ this is again a chain, with $t=1/(2mh^2)$. If the potential is too smooth to scatter electrons between valleys, the six valleys and two spins give $g=12$ copies of every partial wave. Determinants of independent channels multiply, so exponents add:

$$\alpha=g\sum_l(2l+1)\left(\frac{\delta_l}{\pi}\right)^2,\qquad g\sum_l(2l+1)\frac{\delta_l}{\pi}=1 .$$

The second equation, the Friedel condition, says that the displaced levels hold the one electron needed to screen the hole.

We take $10^{20}$ electrons per cm³, rough masses 0.92 and 0.19 combined into a mean of 0.321 free-electron masses, and $\epsilon=11.7$. Then

$$k_F=\left(\frac{6\pi^2n}{g}\right)^{1/3}=0.0790\ \text{Å}^{-1},\qquad E_F=0.074\ \text{eV}.$$

The Thomas-Fermi length, $\lambda^{-2}=(4\pi/\epsilon)\,dn/dE=2gmk_F/(\pi\epsilon)$, is 5.65 Å. It meets the Friedel condition for weak scattering. To see this, equate the first-order energy shift in a large sphere of radius $R$ to $-k_F\delta_l/(mR)$, which gives $\delta_l=-2mk_F\int Vj_l^2r^2dr$. Because $\sum_l(2l+1)j_l^2=1$, the sum of phases is $2mk_F\lambda^2/\epsilon$, and multiplying by $g/\pi$ gives one. The full phase shifts, however, give 1.20 electrons at this length. Shortening $\lambda$ to 5.15 Å restores one.

The phases are then 0.2093, 0.0147 and 0.0014 for $l=0,1,2$, and

$$\alpha\simeq\frac{12}{\pi^2}\left(0.2093^2+3\times0.0147^2+5\times0.0014^2\right)=0.054 .$$

Determinants with 20, 40 and 80 electrons per channel give $4.43\times10^{-3}$ for one s-wave copy, against $4.44\times10^{-3}$ from the phase; the finite grid step shifts the determinant value by about 0.2 per cent. For one p-wave copy both routes give $2.18\times10^{-5}$. Among the top five levels at 80 electrons, the near-Fermi formula for the s-wave overlaps errs by at most 0.002, while the magnitudes given by the formula range from 0.016 to 0.993.

The exponent is small because the screening is shared. If channel $c$ draws in $p_c=\delta_c/\pi$ electrons, then $\sum_cp_c=1$ and $\alpha=\sum_cp_c^2$. Twelve equal s-wave shares give $1/12=0.083$, and the higher waves spread the charge further. A single valley with two spins, screened by s waves alone, would have $\alpha=1/2$. In the silicon model a tenfold larger radius multiplies $|S|^2$ by 0.88.

This doping is high but belongs to the range of strongly doped contact layers. One assumption that clearly fails there is that arbitrarily low-energy pairs remain sharp. A rough mobility of 100 cm²/Vs implies a collision broadening of 0.045 eV, a rough core-hole width is 0.05 eV, and the thermal energy at 300 K is 0.026 eV. The largest is already $0.68E_F$. Since $N$ is roughly $E_F$ divided by the level spacing, replacing the spacing by this broadening leaves a factor of about $0.68^{0.054}=0.98$. The relation between $N$ and the spacing holds only up to a factor of order one, so the estimate says no more than this: the power law removes a few per cent of the probability $|S|^2$ before it is cut off, and a visible power law should not be expected.

The exponent itself is uncertain as well. The screening was calculated at zero temperature, but at 300 K the thermal energy is $0.35E_F$, and the Thomas-Fermi length grows from 5.65 to about 6.0 Å. Thomas-Fermi screening also ignores that electrons respond less to rapidly varying potentials. Including this through the Lindhard response raises the Born exponent at the 5.65 Å length from 0.046 to 0.060. With full phase shifts, and the screening strength again adjusted to meet the Friedel condition, the Lindhard potential puts nearly all the charge in the s waves and gives about 0.075 in place of 0.054, a shift of some 40 per cent. With $\lambda$ held at 5.15 Å, the ellipsoidal mass lowers the Born exponent from 0.035 to 0.032. At this length the Born approximation falls well short of the full 0.054. Intervalley scattering, estimated with the same screening length but without the reduction by $\epsilon$, would add about 0.014. This estimate places all five other valleys at the same distance, $1.20\times2\pi/a$ with $a$ the lattice constant. The opposite valley is $1.70\times2\pi/a$ away directly but only $0.30\times2\pi/a$ through a reciprocal-lattice vector. Using these shortest distances at full weight, with that small transfer reduced by $\epsilon$, gives about 0.025. How much weight such transfers carry depends on the detailed Bloch functions, which are ignored here, so the figure indicates only an order of magnitude. The disorder is strong, with a product of $k_F$ and mean free path of only 3.3, and the density parameter $r_s=0.69$ does not make electron interactions negligible. Their effects on $\alpha$, and that of the short-range potential inside the core, are not calculated here. The value 0.054 therefore describes the idealized screened hole, not a measured line shape. The numerical output lists the remaining values.

## Calculated quantities

```
Model chain: t = 1, kF = 0.7854 per site
Electron numbers: (60, 120, 240)
V=-0.5 t, lowest levels filled: delta=0.5005 rad
   |S|^2 = 0.88982 0.87436 0.85913
   exponent: determinants 0.02539, phase 0.02538
   first-term exponent (Tr B): 0.02335
V=-2.0 t, lowest levels filled: delta=1.8557 rad
   |S|^2 = 0.13580 0.10723 0.08446
   exponent: determinants 0.34808, phase 0.34892
   first-term exponent (Tr B): 0.09366
V=-2.0 t, lowest level empty: delta=1.8557 rad
   |S|^2 = 0.33671 0.30082 0.26834
   exponent: determinants 0.16713, phase 0.16753
V=+2.0 t, lowest levels filled: delta=-0.5299 rad
   |S|^2 = 0.86480 0.84816 0.83173
   exponent: determinants 0.02841, phase 0.02845
   first-term exponent (Tr B): 0.02586
N=60, V=-2 t: ln|S|^2 determinant -1.99655892, level product -1.99655892
Gapped chain (hoppings 1 and 0.6, V=-0.5): |S|^2=0.98068, |exponent| < 1e-6
Si: n=1.0e+20 cm^-3, eps=11.7, masses 0.92, 0.19 m0 (rough)
Density-of-states mass = 0.3214 m0
kF = 0.07902 1/angstrom; EF = 0.07402 eV
Effective Bohr radius = 19.261 angstrom
Thomas-Fermi length = 5.6485 angstrom
Screening charge at TF length: weak coupling 1.0016, full 1.2044
Length meeting the Friedel condition = 5.1544 angstrom
Phase shifts l=0..3 (rad): 0.209293 0.014677 0.001442 0.000156
Radial lattice step = 0.4969 angstrom; N = 20, 40, 80
l=0 exponent: determinants 4.4308e-03, phase 4.4382e-03
   s-wave |S|^2 at N=80, one copy: 0.978553
   near-Fermi overlap: largest deviation 1.9e-03
l=1 exponent: determinants 2.1761e-05, phase 2.1826e-05
Total exponent, 12 copies, all l: alpha = 0.05406
If only s waves screened: 12 copies 0.08333, one valley 0.50000
|S|^2 factor per tenfold box radius = 0.8830
Born exponent: isotropic 0.03473, ellipsoidal 0.03212
Intervalley addition, unscreened estimate = 0.01440
kT at 300 K = 0.02585 eV = 0.349 EF
Mobility 100 cm2/Vs (rough): hbar/tau = 0.04481 eV, kF*path = 3.30
Core-hole width (rough input) = 0.05 eV
Largest broadening / EF = 0.676; its power alpha = 0.9790
Density parameter r_s = 0.694
```
